# Saturation of a Silicon Photomultiplier under One Short Light Pulse: a program that tests the result

```python
"""
Silicon-photomultiplier saturation for one short pulse of Poissonian light.

Result under test: mean fired cells = N * (1 - exp(-m)), m = pde * photons / N
  N        number of identical cells, each firing at most once per pulse
  photons  mean photon number falling uniformly on the whole sensor
  pde      probability that a photon would fire a fully charged cell
  m        mean number of potential triggers per cell
The reference side adds photons one by one and discards hits on fired cells.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import binom, poisson

rng = np.random.default_rng(12345)


def mean_fired(cells, triggers):
    """Derived saturation law; triggers = pde * photons."""
    return -cells * np.expm1(-triggers / cells)


def fired_distribution(cells, pde, photons):
    """Photon-by-photon Markov chain: Poisson-averaged and fixed-number laws."""
    last = int(photons + 12 * np.sqrt(photons) + 30)
    weights = poisson.pmf(np.arange(last + 1), photons)
    fire_probability = pde * (cells - np.arange(cells + 1)) / cells
    law = np.zeros(cells + 1)
    law[0] = 1.0
    averaged = np.zeros(cells + 1)
    fixed = None
    for number in range(last + 1):
        averaged += weights[number] * law
        if number == photons:
            fixed = law.copy()
        moved = law * fire_probability
        law = law - moved
        law[1:] += moved[:-1]
    return averaged, fixed


def moments(law):
    k = np.arange(len(law))
    mean = np.sum(k * law)
    return mean, np.sum((k - mean) ** 2 * law)


def fixed_number_moments(cells, pde, n):
    """Derived mean and variance for exactly n photons."""
    q1 = (1 - pde / cells) ** n
    q2 = (1 - 2 * pde / cells) ** n
    return (cells * (1 - q1),
            cells * q1 + cells * (cells - 1) * q2 - (cells * q1) ** 2)


# Example inputs: rough typical values for a blue-sensitive 3 mm device
side_mm, pitch_um = 3.0, 50.0
row = round(side_mm * 1000 / pitch_um)
N = row ** 2
pde, photons, wavelength_nm = 0.40, 5000, 450.0
pulse_ns, recovery_ns, gate_ns = 0.1, 30.0, 100.0
crosstalk, afterpulse = 0.05, 0.01
dark_khz_mm2 = 50.0
tilt, jitter = 0.30, 0.02
overvoltage, breakdown_drift = 3.0, 0.05

mu = pde * photons
m = mu / N
F = mean_fired(N, mu)
sd = np.sqrt(N * np.exp(-m) * (1 - np.exp(-m)))

# Full distribution and moments against the photon-by-photon chain
for cells, eff, number in ((5, 0.7, 12), (N, pde, photons)):
    averaged, fixed = fired_distribution(cells, eff, number)
    load = eff * number / cells
    k = np.arange(cells + 1)
    binomial = binom.pmf(k, cells, -np.expm1(-load))
    assert np.max(np.abs(averaged - binomial)) < 1e-10
    chain_mean, chain_var = moments(averaged)
    assert abs(chain_mean - mean_fired(cells, eff * number)) < 1e-6
    assert abs(chain_var - cells * np.exp(-load) * (1 - np.exp(-load))) < 1e-5
    fixed_mean, fixed_var = moments(fixed)
    formula_mean, formula_var = fixed_number_moments(cells, eff, number)
    assert abs(fixed_mean - formula_mean) < 1e-6
    assert abs(fixed_var - formula_var) < 1e-4

# Weak-light expansion (alternating bounds) and strong-light limit
assert mu * (1 - m / 2) < chain_mean < mu * (1 - m / 2 + m ** 2 / 6)
bright, _ = fired_distribution(5, 0.7, 200)
assert abs(moments(bright)[0] - 5) < 1e-8
m_ten = brentq(lambda x: -np.expm1(-x) / x - 0.9, 1e-6, 2)

# Inverted signal: exact moments over the chain law against leading order
k = np.arange(N)
estimate = -N * np.log1p(-k / N)
weight = averaged[:-1] / np.sum(averaged[:-1])
estimate_mean = np.sum(weight * estimate)
estimate_sd = np.sqrt(np.sum(weight * (estimate - estimate_mean) ** 2))
sd_formula = np.sqrt(N * np.expm1(m))
bias_formula = np.expm1(m) / 2
assert abs(estimate_sd / sd_formula - 1) < 1e-3
assert abs((estimate_mean - mu) / bias_formula - 1) < 1e-2

# Light level of best relative resolution
m_best = brentq(lambda x: x * np.exp(x) - 2 * np.expm1(x), 0.5, 4)


def relative_spread(x):
    step = 1e-4
    slope = (mean_fired(N, N * (x + step))
             - mean_fired(N, N * (x - step))) / (2 * N * step)
    return np.sqrt(binom.var(N, -np.expm1(-x))) / slope / (N * x)


search = minimize_scalar(relative_spread, bounds=(0.5, 4), method="bounded")
assert abs(search.x - m_best) < 1e-3

# Single-mode thermal pulse: common exponentially distributed energy
thermal = N * quad(lambda w: np.exp(-w) * -np.expm1(-m * w), 0, np.inf)[0]
assert abs(thermal - N * m / (1 + m)) < 1e-4

# Crosstalk: periodic lattice, four neighbours, full cascade
p_side = 1 - (1 - crosstalk) ** 0.25
primary, first_extra, total_extra = [], [], []
for _ in range(1200):
    fired = np.zeros(N, dtype=bool)
    fired[rng.integers(0, N, rng.poisson(mu))] = True
    fired = fired.reshape(row, row)
    start = int(fired.sum())
    front, generation = fired.copy(), 0
    while front.any():
        reached = np.zeros_like(fired)
        for axis in (0, 1):
            for shift in (-1, 1):
                emitted = front & (rng.random((row, row)) < p_side)
                reached |= np.roll(emitted, shift, axis=axis)
        front = reached & ~fired
        fired = fired | front
        if generation == 0:
            first_extra.append(int(front.sum()))
        generation += 1
    primary.append(start)
    total_extra.append(int(fired.sum()) - start)


def mean_and_error(values):
    return np.mean(values), np.std(values, ddof=1) / np.sqrt(len(values))


primary_mean, primary_error = mean_and_error(primary)
assert abs(primary_mean - F) < 5 * primary_error
first_mean, first_error = mean_and_error(first_extra)
first_formula = N * np.exp(-m) * (1 - (1 - F / N * p_side) ** 4)
assert abs(first_mean - first_formula) < 5 * first_error
crosstalk_mean, crosstalk_error = mean_and_error(total_extra)


# Recharge within the pulse: upper bound on extra charge per cell
def recharge_bound(load, duration_ratio):
    return load ** 2 * duration_ratio / 6


extra_charge = []
for _ in range(40000):
    times = np.sort(rng.random(rng.poisson(1.0))) * 0.5
    extra_charge.append(np.sum(-np.expm1(-np.diff(times))))
recharge_mean, recharge_error = mean_and_error(extra_charge)
assert recharge_mean - 5 * recharge_error > 0
assert recharge_mean + 5 * recharge_error < recharge_bound(1.0, 0.5)
recharge = N * recharge_bound(m, pulse_ns / recovery_ns)

# Linear illumination tilt, load m * (1 + tilt * x) with x from -1 to 1
tilted = quad(lambda x: mean_fired(N, mu * (1 + tilt * x)) / 2, -1, 1)[0]
tilt_loss = F - tilted
assert abs(tilt_loss / (N * np.exp(-m) * (m * tilt) ** 2 / 6) - 1) < 0.01

# Gaussian pulse-energy jitter: spread of the conditional mean
nodes, node_weights = np.polynomial.hermite.hermgauss(20)
node_weights = node_weights / np.sqrt(np.pi)
jittered = mean_fired(N, mu * (1 + jitter * np.sqrt(2) * nodes))
jitter_mean = np.sum(node_weights * jittered)
jitter_sd = np.sqrt(np.sum(node_weights * (jittered - jitter_mean) ** 2))
assert abs(jitter_sd / (mu * np.exp(-m) * jitter) - 1) < 0.01

# Remaining size estimates
dark_rate_hz = dark_khz_mm2 * 1e3 * side_mm ** 2
dark_gate = dark_rate_hz * gate_ns * 1e-9
dark_recovering = dark_rate_hz * recovery_ns * 1e-9
afterpulse_max = F * afterpulse / (1 - afterpulse)
drift = breakdown_drift / overvoltage
energy_J = photons * const.h * const.c / (wavelength_nm * 1e-9)

print("INPUTS (rough typical values)")
print(f"sensor side: {side_mm:.1f} mm; cell pitch: {pitch_um:.0f} um")
print(f"cells N: {N}")
print(f"detection efficiency: {pde:.2f}")
print(f"mean photons per pulse: {photons}")
print(f"wavelength: {wavelength_nm:.0f} nm")
print(f"pulse length: {pulse_ns:.1f} ns; recovery: {recovery_ns:.0f} ns")
print("RESULTS")
print(f"pulse energy: {energy_J * 1e15:.3f} fJ")
print(f"potential triggers mu: {mu:.1f}")
print(f"potential triggers per cell m: {m:.5f}")
print(f"silent-cell probability exp(-m): {np.exp(-m):.5f}")
print(f"mean fired cells, formula: {F:.3f}")
print(f"mean fired cells, photon chain: {chain_mean:.3f}")
print(f"standard deviation, formula: {sd:.3f} cells")
print(f"standard deviation, chain: {np.sqrt(chain_var):.3f} cells")
print(f"deficit against linear response: {100 * (1 - F / mu):.2f} %")
print(f"weak-light estimate mu(1-m/2): {mu * (1 - m / 2):.1f} cells")
print(f"exactly {photons} photons, mean fired: {fixed_mean:.3f} cells")
print(f"exactly {photons} photons, spread: {np.sqrt(fixed_var):.3f} cells")
print(f"thermal single-mode pulse, mean fired: {thermal:.1f} cells")
print(f"10 % deficit at m: {m_ten:.4f}")
print(f"10 % deficit at mu: {N * m_ten:.1f} triggers")
print("INVERTED SIGNAL")
print(f"spread, formula: {sd_formula:.2f} triggers")
print(f"spread, chain: {estimate_sd:.2f} triggers")
print(f"Poisson spread sqrt(mu): {np.sqrt(mu):.2f} triggers")
print(f"bias, formula: {bias_formula:.3f} triggers")
print(f"bias, chain: {estimate_mean - mu:.3f} triggers")
print(f"relative spread: {100 * sd_formula / mu:.3f} %")
print(f"best relative spread at m: {m_best:.4f}")
print(f"best relative spread: {100 * relative_spread(m_best):.3f} %")
print("SATURATION CURVE")
for load in (0.1, 0.5, 1.0, 2.0, 4.0):
    print(f"m = {load:.1f}: fired {mean_fired(N, N * load):.1f} cells")
print("NEGLECTED EFFECTS")
print(f"crosstalk probability: {crosstalk:.2f}")
print(f"crosstalk, first generation formula: {first_formula:.2f} cells")
print(f"crosstalk, first generation simulated: {first_mean:.2f} cells")
print(f"crosstalk, all: {crosstalk_mean:.2f} +/- {crosstalk_error:.2f} cells")
print(f"afterpulse prob. {afterpulse:.2f}: at most {afterpulse_max:.1f} cells")
print(f"dark-count rate: {dark_khz_mm2:.0f} kHz/mm2; gate: {gate_ns:.0f} ns")
print(f"dark counts in gate: {dark_gate:.4f} cells")
print(f"cells recovering from dark counts: {dark_recovering:.4f}")
print(f"recharge in pulse: at most {recharge:.3f} cell equivalents")
print(f"illumination tilt +/-{100 * tilt:.0f} %: loss {tilt_loss:.2f} cells")
print(f"energy jitter {100 * jitter:.0f} % rms: spread {jitter_sd:.2f} cells")
print(f"overvoltage: {overvoltage:.1f} V")
print(f"breakdown drift: {1000 * breakdown_drift:.0f} mV/K")
print(f"efficiency drift: at most {mu * np.exp(-m) * drift:.1f} cells/K")
print(f"charge drift: {F * drift:.1f} cell equivalents/K")
print("ALL CHECKS PASSED")
```

It prints:

```
INPUTS (rough typical values)
sensor side: 3.0 mm; cell pitch: 50 um
cells N: 3600
detection efficiency: 0.40
mean photons per pulse: 5000
wavelength: 450 nm
pulse length: 0.1 ns; recovery: 30 ns
RESULTS
pulse energy: 2.207 fJ
potential triggers mu: 2000.0
potential triggers per cell m: 0.55556
silent-cell probability exp(-m): 0.57375
mean fired cells, formula: 1534.488
mean fired cells, photon chain: 1534.488
standard deviation, formula: 29.672 cells
standard deviation, chain: 29.672 cells
deficit against linear response: 23.28 %
weak-light estimate mu(1-m/2): 1444.4 cells
exactly 5000 photons, mean fired: 1534.551 cells
exactly 5000 photons, spread: 24.842 cells
thermal single-mode pulse, mean fired: 1285.7 cells
10 % deficit at m: 0.2146
10 % deficit at mu: 772.4 triggers
INVERTED SIGNAL
spread, formula: 51.72 triggers
spread, chain: 51.73 triggers
Poisson spread sqrt(mu): 44.72 triggers
bias, formula: 0.371 triggers
bias, chain: 0.372 triggers
relative spread: 2.586 %
best relative spread at m: 1.5936
best relative spread: 2.071 %
SATURATION CURVE
m = 0.1: fired 342.6 cells
m = 0.5: fired 1416.5 cells
m = 1.0: fired 2275.6 cells
m = 2.0: fired 3112.8 cells
m = 4.0: fired 3534.1 cells
NEGLECTED EFFECTS
crosstalk probability: 0.05
crosstalk, first generation formula: 44.51 cells
crosstalk, first generation simulated: 44.25 cells
crosstalk, all: 45.21 +/- 0.20 cells
afterpulse prob. 0.01: at most 15.5 cells
dark-count rate: 50 kHz/mm2; gate: 100 ns
dark counts in gate: 0.0450 cells
cells recovering from dark counts: 0.0135
recharge in pulse: at most 0.617 cell equivalents
illumination tilt +/-30 %: loss 9.58 cells
energy jitter 2 % rms: spread 22.95 cells
overvoltage: 3.0 V
breakdown drift: 50 mV/K
efficiency drift: at most 19.1 cells/K
charge drift: 25.6 cell equivalents/K
ALL CHECKS PASSED
```
